# Spin-to-charge conversion lengths of a thick metal and a Dirac surface

## Problem

A precessing magnet pumps spin into a neighbouring conductor, which turns the spin current into a charge current along the interface. Two converters are to be compared:

- a thick metal with spin Hall angle $\theta=0.1$ and spin diffusion length $\lambda=2$ nm;
- a Dirac surface with velocity $v=5\times10^5$ m/s and relaxation time $\tau=5$ fs.

(a) Define a conversion length that applies to both, and derive it for each.

(b) Find the two lengths, and the charge currents produced by an absorbed spin current of 10 A/mm².

(c) How far does the comparison depend on the film thickness, on what "relaxation time" means, and on where the spin current is counted?

## Solution

### A common measure

Let $N_\uparrow$ and $N_\downarrow$ be the numbers of up and down electrons crossing the interface per area and time, counted positive into the converter. No net charge enters, so $N_\uparrow+N_\downarrow=0$, but spin does. In charge units the spin current density is

$$j_s=e(N_\uparrow-N_\downarrow).$$

Each electron carries spin angular momentum $\pm\hbar/2$, so the angular-momentum flux is $J=(\hbar/2)(N_\uparrow-N_\downarrow)$ and $j_s=(2e/\hbar)J$. This factor of two must be the same for both converters.

The output is a sheet current $j_c$, the charge current per width of film, in A/m. Since $j_s$ is in A/m², the quotient

$$L=\frac{j_c}{j_s}$$

is a length. Here $j_s$ is the net current absorbed, after any backflow into the magnet has been subtracted. Only magnitudes are compared; the sign of $j_c$ depends on the material and on which face receives the spin.

### The metal

Let $z$ be the depth below the interface, $t$ the film thickness and $s(z)$ the density of up electrons minus that of down electrons. Diffusion with constant $D$ gives $j_s=-eD\,ds/dz$. If spin is lost at the rate $s/\tau_{sf}$, the steady balance is

$$\frac{dj_s}{dz}=-\frac{e\,s}{\tau_{sf}}.$$

Differentiating once more and inserting $ds/dz=-j_s/(eD)$ gives

$$\frac{d^2j_s}{dz^2}=\frac{j_s}{\lambda^2},\qquad \lambda^2=D\tau_{sf}.$$

No spin leaves through the back face, so $j_s(t)=0$. The solution with this property and the given value at the front is

$$j_s(z)=j_s(0)\,\frac{\sinh[(t-z)/\lambda]}{\sinh(t/\lambda)}.$$

The inverse spin Hall effect turns this flow sideways. With no electric field along the film, as in a short-circuited film, the local charge current density is $\theta j_s(z)$. The sheet current is its integral over depth:

$$j_c=\theta\int_0^t j_s(z)\,dz=\theta\lambda\,j_s(0)\,\frac{\cosh(t/\lambda)-1}{\sinh(t/\lambda)}.$$

With $x=t/\lambda$, the identities $\cosh x-1=2\sinh^2(x/2)$ and $\sinh x=2\sinh(x/2)\cosh(x/2)$ reduce the fraction to $\tanh(x/2)$. Hence

$$L_{\rm metal}=\theta\lambda\tanh\frac{t}{2\lambda}\;\longrightarrow\;\theta\lambda\qquad(t\gg\lambda).$$

The integral also has a direct meaning. Spin is lost between $z$ and $z+dz$ in the fraction $-(dj_s/dz)\,dz/j_s(0)$. Integration by parts gives the mean depth of loss,

$$-\int_0^t z\,\frac{dj_s}{dz}\frac{dz}{j_s(0)}=\int_0^t\frac{j_s(z)}{j_s(0)}\,dz,$$

because the boundary term $z\,j_s$ vanishes at both faces. The conversion length is therefore the spin Hall angle times the mean depth at which spin is lost.

In the opposite limit, $t\ll\lambda$, $\tanh(t/2\lambda)\approx t/2\lambda$ and $L_{\rm metal}\approx\theta t/2$. Spin is then lost almost evenly through the film, at mean depth $t/2$, and $\lambda$ drops out.

### The Dirac surface

Take the surface Hamiltonian

$$H=\hbar v(k_x\sigma_y-k_y\sigma_x).$$

With $k_x=k\cos\varphi$ and $k_y=k\sin\varphi$ it becomes $H=\hbar vk\,(\mathbf n\cdot\boldsymbol\sigma)$, where $\mathbf n=(-\sin\varphi,\cos\varphi,0)$. The upper band has energy $E=\hbar vk$ and spin along $\mathbf n$. For each of its states

$$\langle\sigma_y\rangle=\cos\varphi,\qquad v_x=\frac1\hbar\frac{\partial E}{\partial k_x}=v\cos\varphi=v\langle\sigma_y\rangle .$$

A surplus of $y$ spin is thus a drift along $x$. Let $g(\varphi)$ be the surplus of electrons per area and angle on the Fermi circle. The spin density, in the same up-minus-down count as before, is $S=\int g\cos\varphi\,d\varphi$, and the magnitude of the sheet current is

$$j_c=e\int g\,v\cos\varphi\,d\varphi=evS.$$

It remains to find $S$. Let $W(\beta)$, even in $\beta$, be the rate of elastic scattering through the angle $\beta$, and $G(\varphi)$ the net rate at which the contact supplies electrons. In the steady state

$$\int W(\beta)\,[g(\varphi)-g(\varphi-\beta)]\,d\beta=G(\varphi).$$

Multiply by $\cos\varphi$ and integrate over $\varphi$. In the second term, set $\varphi'=\varphi-\beta$ and expand $\cos(\varphi'+\beta)=\cos\varphi'\cos\beta-\sin\varphi'\sin\beta$. The sine term vanishes because $W$ is even. What is left is

$$\frac{S}{\tau}=\int G\cos\varphi\,d\varphi,\qquad \frac1\tau=\int W(\beta)(1-\cos\beta)\,d\beta .$$

The right-hand side of the first equation is the spin supplied to the band per area and time, which is $j_s/e$ if $j_s$ is counted as spin delivered to the surface states. So $S=\tau j_s/e$, and

$$j_c=ev\,\frac{\tau j_s}{e}=v\tau j_s,\qquad L_{\rm surface}=v\tau .$$

The derivation fixes the meaning of $\tau$: it is the relaxation time of the drift. Other angular harmonics in $G$ drop out, because they contribute neither to $S$ nor to the integral of $G\cos\varphi$. As a test, the collision equation was solved on 180 directions for short-range scatterers with $\tau=5$ fs, with $\cos3\varphi$ and $\sin2\varphi$ terms added to the injection. The resulting length was 2.50000 nm, equal to $v\tau$ to the digits shown.

### Numbers

In convenient units $v=0.5$ nm/fs. The two lengths are

$$L_{\rm metal}=0.1\times2\ \text{nm}=0.2\ \text{nm},\qquad L_{\rm surface}=0.5\ \tfrac{\text{nm}}{\text{fs}}\times5\ \text{fs}=2.5\ \text{nm},$$

with the ratio $2.5/0.2=12.5$.

For $j_s=10$ A/mm², use $1\ \text{nm}=10^{-6}$ mm. The metal gives $10\times0.2\times10^{-6}$ A/mm $=2$ µA/mm, and the surface gives 25 µA/mm.

The metal would draw level at $\theta=v\tau/\lambda=1.25$, with $\lambda$ held at 2 nm. Conversely, the surface would fall to the metal's value at $\tau=\theta\lambda/v=0.4$ fs. That time is a formal figure, since the picture of a sharp Fermi circle is already strained at 5 fs, as shown below.

### Film thickness and the electrical circuit

The factor $\tanh(t/2\lambda)$ reaches 95% at $t=2\lambda\,\mathrm{artanh}\,0.95=7.3$ nm. A 20 nm film is thick for this purpose; a 2 nm film gives less than half of the full length.

If the film is open-circuited, charge piles up at its ends until a field $E$ stops the net current. This field drives a spin Hall current of its own. Write $F=\sigma E$, with $\sigma$ the conductivity, and let $d$ be the diffusive part of the spin current. Then

$$j_s=d-\theta F,\qquad j=F+\theta d,$$

where $j$ is the local charge current density. The signs are opposite so that the cross terms cancel in the dissipation, $Fj+d\,j_s=F^2+d^2$: a sideways deflection does no work.

For uniform $F$, $d$ obeys the same equation as before, now with $d(0)=j_s(0)+\theta F$ and $d(t)=\theta F$. By linearity and mirror symmetry each boundary value contributes its own multiple of $\ell=\lambda\tanh(t/2\lambda)$, so $\int d\,dz=\ell\,[j_s(0)+2\theta F]$. Zero total current requires

$$Ft+\theta\ell\,[j_s(0)+2\theta F]=0\quad\Rightarrow\quad -Ft=\frac{\theta\ell j_s(0)}{1+2\theta^2\ell/t}.$$

The numerator is the short-circuit sheet current. At $t=20$ nm the correction is $2\times0.01\times2/20=0.002$, or 0.2%, which is negligible here.

### Is diffusion valid over 2 nm?

Diffusion assumes a mean free path $l$ much shorter than $\lambda$. To size the error, take $l=1$ nm, isotropic scattering, a probability $c$ that spin survives a collision, cosine-law entry and mirror reflection at the interface. Mirror reflection can be unfolded into a walk in unbounded metal, with depth $|z|$.

With $q=kl$, the Fourier transform of one flight's displacement along $z$ is

$$A=\frac12\int_{-1}^{1}\frac{d\mu}{1+iq\mu}=\frac{\arctan q}{q}.$$

For the entry flight, made symmetric by the unfolding, it is

$$A_1=\int_0^1\frac{2\mu\,d\mu}{1+q^2\mu^2}=\frac{\ln(1+q^2)}{q^2}.$$

Summing over the number of collisions survived gives the transform of the loss position:

$$P(k)=(1-c)A_1\sum_{n=0}^\infty(cA)^n=\frac{(1-c)A_1}{1-cA}.$$

The pole at $k=i/\lambda$ sets the decay length, so $c=(l/\lambda)/\mathrm{artanh}(l/\lambda)$. Since $|z|=(2/\pi)\int_0^\infty(1-\cos kz)\,dk/k^2$, the mean depth is

$$\langle|z|\rangle=\frac2\pi\int_0^\infty\frac{1-P(k)}{k^2}\,dk .$$

With the decay length held at 2 nm this gives 1.953 nm, and a simulated random walk under the same rules gives 1.949 nm. If the local charge current is still taken as $\theta j_s(z)$, the metal's length falls by 2.4% relative to $\theta\lambda$. On that assumption, and with the mirror reflection chosen here, the diffusion result is adequate for an estimate of the thick film even though $l$ is half of $\lambda$.

Thin films are less secure. A 2 nm film is only two such mean free paths thick, and rough faces that scatter electrons diffusely also destroy part of the sideways current. If the spin Hall effect comes from skew scattering and both faces scatter fully diffusely, then with $l=1$ nm the length lies about 9% below the diffusion result in a thick film and about 19% below it in a 2 nm film. Relative to mirror faces the reductions are about 7% and 18%. These figures assume that the face at the interface is diffuse too; a rough back face alone costs much less. The metal lengths tabulated below are diffusion results without this reduction.

### Which relaxation time?

A time of a few femtoseconds may be the lifetime $\tau_0$ of a state, which counts every scattering event equally: $1/\tau_0=\int W\,d\beta$. For short-range scatterers that do not act on spin, the overlap of the spin states gives $W=w(1+\cos\beta)/2$. Then

$$\frac1{\tau_0}=\frac w2\int_0^{2\pi}(1+\cos\beta)\,d\beta=\pi w,\qquad
\frac1\tau=\frac w2\int_0^{2\pi}(1-\cos^2\beta)\,d\beta=\frac{\pi w}{2}.$$

Thus $\tau=2\tau_0$. Locked spins suppress backscattering, and the drift outlives the state. If the given 5 fs is a lifetime, the surface length is 5 nm.

Smoother disorder enlarges the factor. When $W$ is multiplied by $e^{1.5\cos\beta}$ and rescaled to keep the lifetime at 5 fs, the collision matrix gives $\tau/\tau_0=4.0$, hence a length of 10 nm.

Escape of electrons back into the contact needs care too. With $j_s$ the net spin current delivered to the band, escape has already been subtracted and must not be counted again in $\tau$. If the drift were measured to decay at the rate 1/(5 fs) and half of that rate were escape, the relaxation time within the surface would be 10 fs and the length 5 nm.

### Where is the spin counted?

The result $v\tau$ refers to spin that arrives in the band. Consider weak tunnelling that conserves spin and favours no direction. Up electrons enter the state at $\varphi$ with weight $(1+\cos\varphi)/2$, and an equal total number of down electrons leaves with weight $(1-\cos\varphi)/2$.

The spin sent across per direction is the sum of these weights, which is 1. The net supply is their difference, $G\propto\cos\varphi$, and the spin it delivers to the band is $G\cos\varphi\propto\cos^2\varphi$, with average $1/2$. Half of the spin sent therefore does not appear in the band populations. This is possible because the surface Hamiltonian does not conserve spin.

Counted per spin sent, the length is 1.25 nm. The factor of one half assumes a sharp Fermi circle. Strong scattering broadens the states and can shift the factor either way, depending on the energy range over which the Dirac band extends. At the short relaxation time used here 1.25 nm is therefore only a rough guide. The metal's interface is assumed free of spin loss. A loss there would lower the metal's length per spin sent, provided the interface itself converts no spin into charge.

### Table of cases

The ratios are taken to the thick metal. Below the base case of a 5 fs drift time, the surface rows either read the 5 fs as a lifetime, for two kinds of disorder, or count the spin as sent; these two changes are not combined.

| Case | $L$ (nm) | Ratio |
|---|---:|---:|
| Metal, thick | 0.20 | 1 |
| Metal, 5 nm film | 0.17 | 0.85 |
| Metal, 2 nm film | 0.092 | 0.46 |
| Surface, 5 fs drift time | 2.5 | 12.5 |
| Surface, 5 fs lifetime, short-range disorder | 5.0 | 25 |
| Surface, 5 fs lifetime, smoother disorder | 10 | 50 |
| Surface, per spin sent by tunnelling | 1.25 | 6.25 |

The surface has the larger length in every row, but the size of its lead depends on definitions. For a sharp Fermi circle, the lifetime factor for short-range disorder and the tunnelling factor would cancel if both applied.

### How far the surface estimate can be trusted

One weak point is the sharp Fermi circle. For a Fermi energy $E_F=0.2$ eV above the Dirac point, chosen as a round value, $k_F=E_F/(\hbar v)=0.61$ nm⁻¹ and $k_Fv\tau=1.5$. The scattering energy $\hbar/\tau=0.13$ eV is not small beside $E_F$. The broadening of the states is set by the lifetime, which is shorter. For short-range disorder a 5 fs drift time means $\tau_0=2.5$ fs, so $k_Fv\tau_0=0.76$ and $\hbar/\tau_0=0.26$ eV, larger than $E_F$. The Boltzmann equation requires $k_Fv\tau_0\gg1$, so 2.5 nm is an estimate whose quantum corrections have not been calculated here.

The velocity must be the band slope at the Fermi level. A term $\hbar^2k^2/2m$ in the energy adds $\hbar k_F/m$ to the slope. With the free-electron mass and $k_F$ held fixed, this is 14% of $v$, and the length at fixed $\tau$ rises by the same fraction if 5×10⁵ m/s is the slope at the Dirac point.

At 300 K the thermal energy is 0.026 eV, or 13% of $E_F$. The speed in a linear band does not depend on energy, so within the upper band this smearing acts through any energy dependence of $\tau$.

### Beside real devices

The metal's parameters are of the order reported for platinum, and the surface's of the order reported for a topological surface such as alpha-tin in a metallic stack. Both sets vary with preparation. A real surface touching a metal can break the assumption of one isolated, spin-locked Fermi circle: its states may mix with those of the metal, and other bands may carry current. The single-circle formula does not tell how far this moves the result.

Nor does a 12.5-fold length promise a 12.5-fold voltage. In open circuit the field is $j_sL$ divided by the sheet conductance of the whole stack, including the magnet. The voltage ratio equals the length ratio if the absorbed spin current, the sheet conductance and the contact spacing are the same for both. Equal microwave power does not ensure equal absorbed spin current, because the two interfaces may pass spin differently. The remaining figures are in the numerical output below.

## Computed results

```
Spin Hall angle: 0.10
Spin diffusion length: 2.00 nm
Dirac velocity: 5.00e+05 m/s = 0.500 nm/fs
Drift relaxation time: 5.00 fs
Thick-metal conversion length: 0.200 nm
Dirac-surface conversion length: 2.500 nm
Surface length from collision matrix: 2.50000 nm
Ratio surface/metal: 12.50
Break-even relaxation time: 0.400 fs
Spin Hall angle needed to draw level: 1.250
Absorbed spin current: 10.0 A/mm^2
Metal sheet current: 2.00 uA/mm
Surface sheet current: 25.00 uA/mm
Metal length at 2 nm film: 0.09242 nm
Metal length at 5 nm film: 0.16966 nm
Metal length at 10 nm film: 0.19732 nm
Metal length at 20 nm film: 0.19998 nm
Film for 95% of thick limit: 7.33 nm
Open-circuit loss at 20 nm film: 0.200 %
Assumed metal mean free path: 1.00 nm
Kinetic mean depth of spin loss: 1.9526 nm
Random-walk mean depth: 1.949 nm
Kinetic change of metal length: -2.37 %
Surface length if 5 fs is a lifetime: 5.000 nm
Ratio in that case: 25.00
Tunnelled spin reaching the band: 0.500
Surface length per spin sent: 1.250 nm
Ratio in that case: 6.25
Forward scattering, drift time/lifetime: 4.016
Assumed Fermi energy: 0.20 eV
Fermi wave number: 0.608 1/nm
Fermi wave number times surface length: 1.519
hbar/relaxation time: 0.1316 eV
Temperature: 300 K; thermal energy: 0.0259 eV
Thermal/Fermi energy: 0.129
Slope change from free-mass curvature: 14.1 %
```
